# Spin-Spiral Inversion: Aliasing, Biquadratic Exchange and Moment Softening

## 1. What symmetry fixes

Consider a magnet with one moment per primitive cell and no spin-orbit coupling. Its energy does not change when all spins are rotated together, and time reversal makes it even in the spins. A polynomial in the spin directions with these properties can be written in scalar products $\mathbf e_i\cdot\mathbf e_j$, because a product of two triple products is a determinant of scalar products. For a spiral with wave vector $\mathbf q$ and cone angle $\theta$,

$$\mathbf e_{\mathbf R}=(\sin\theta\cos\mathbf q\cdot\mathbf R,\ \sin\theta\sin\mathbf q\cdot\mathbf R,\ \cos\theta),$$

the scalar products are

$$\mathbf e_0\cdot\mathbf e_{\mathbf R}=\cos^2\theta+\sin^2\theta\cos\mathbf q\cdot\mathbf R=1-s\,u_{\mathbf R},$$

$$s=\sin^2\theta,\qquad u_{\mathbf R}=1-\cos\mathbf q\cdot\mathbf R .$$

The cone angle therefore enters through $s$ alone. At $s=0$ the state is the ferromagnet for every $\mathbf q$, so for an energy smooth in $s$

$$E(\mathbf q,s)-E_{\rm FM}=C_1(\mathbf q)\,s+C_2(\mathbf q)\,s^2+\dots \tag{1}$$

Every coefficient is an energy, even in $\mathbf q$ and periodic in the reciprocal lattice. Two questions remain: which real-space couplings a finite mesh of $\mathbf q$ can determine, and what a nonzero $C_2$ means.

All energies below are per site and are taken at prescribed $\theta$. A canted spiral is in general not stationary in $\theta$, so a calculation must constrain the angle.

## 2. Inversion and aliasing for bilinear exchange

Let the moments be rigid and the exchange bilinear, $E=-\tfrac12\sum_{\mathbf R}J_{\mathbf R}\,\mathbf e_0\cdot\mathbf e_{\mathbf R}$. The sum runs over all $\mathbf R\neq0$, including both $\mathbf R$ and $-\mathbf R$, with $J_{\mathbf R}=J_{-\mathbf R}$. The factor $\tfrac12$ shares each bond between its two sites, and positive $J$ favours parallel spins. Subtracting the ferromagnet gives

$$\Delta E(\mathbf q)=\frac s2\sum_{\mathbf R}J_{\mathbf R}u_{\mathbf R}
=\frac s2\Big[\sum_{\mathbf R}J_{\mathbf R}-\sum_{\mathbf R}J_{\mathbf R}e^{-i\mathbf q\cdot\mathbf R}\Big]. \tag{2}$$

The cosine became an exponential because the sine parts of $\pm\mathbf R$ cancel.

Take a uniform mesh of $N=N_1N_2N_3$ wave vectors containing $\mathbf q=0$. On it, $N^{-1}\sum_{\mathbf q}e^{i\mathbf q\cdot(\mathbf h-\mathbf R)}$ equals 1 if the integer coordinates of $\mathbf h$ and $\mathbf R$ agree modulo $(N_1,N_2,N_3)$, written $\mathbf R\equiv\mathbf h$, and 0 otherwise. Multiply (2) by $e^{i\mathbf q\cdot\mathbf h}$ and average. For $\mathbf h\not\equiv0$ the constant drops out, leaving $-\tfrac s2\sum_{\mathbf R\equiv\mathbf h}J_{\mathbf R}$. Hence

$$\tilde J(\mathbf h)\equiv\sum_{\mathbf R\equiv\mathbf h}J_{\mathbf R}
=-\frac{2}{sN}\sum_{\mathbf q}\Delta E(\mathbf q)\,e^{i\mathbf q\cdot\mathbf h},\qquad \mathbf h\not\equiv0. \tag{3}$$

The mesh returns these folded sums and nothing finer. Couplings with $\mathbf R\equiv0$ are invisible, since $u_{\mathbf R}=0$ at every mesh point.

To use the result off the mesh, one assigns $\tilde J(\mathbf h)$ to the shortest vector of its class and shares it equally among vectors of equal length. This is an assumption that the couplings decay, not information from the data. In a chain with couplings up to $R_{\max}$ sites, $N\ge2R_{\max}+1$ puts all $\pm R$ in different classes and the assignment is correct. For $N=2R_{\max}$ the vectors $\pm R_{\max}$ share a class, and halving its value recovers the coupling.

**Aliasing error.** Suppose a pair $\pm R$ in a chain is misassigned to $\pm R'$, with $R'\equiv\pm R$. Its contribution to $\Delta E/s$ changes from $J_R(1-\cos qR)$ to $J_R(1-\cos qR')$. The error,

$$J_R(\cos qR-\cos qR'), \tag{4}$$

vanishes at every mesh point, so agreement with the input energies does not reveal it. Between mesh points it can reach at most $2|J_R|$. In the long-wave stiffness $A$, defined by $\Delta E/s\to Aq^2$ with $q$ in radians per site, expanding the cosines in (4) gives

$$\delta A=\tfrac12(R'^2-R^2)J_R. \tag{5}$$

A distant coupling enters the stiffness with weight $R^2$, so even a small one can shift $A$ appreciably when it is misassigned.

**Input error.** If every energy difference has an error of at most $\varepsilon$, the triangle inequality in (3) gives $|\delta\tilde J|\le2\varepsilon/s$. Small cones amplify numerical noise; large cones bring in the higher terms of (1).

## 3. Biquadratic exchange at rigid moments

Add $-\tfrac12\sum_{\mathbf R}B_{\mathbf R}(\mathbf e_0\cdot\mathbf e_{\mathbf R})^2$. Since $(1-su)^2=1-2su+s^2u^2$,

$$\Delta E=\frac s2\sum_{\mathbf R}(J_{\mathbf R}+2B_{\mathbf R})u_{\mathbf R}-\frac{s^2}{2}\sum_{\mathbf R}B_{\mathbf R}u_{\mathbf R}^2. \tag{6}$$

The slope at small cone angle measures $J+2B$, not $J$. The quadratic term has the $\mathbf q$ dependence

$$u^2=1-2\cos\mathbf q\cdot\mathbf R+\cos^2\mathbf q\cdot\mathbf R=\tfrac32-2\cos\mathbf q\cdot\mathbf R+\tfrac12\cos2\mathbf q\cdot\mathbf R, \tag{7}$$

so a biquadratic coupling at $\mathbf R$ also produces a harmonic at $2\mathbf R$.

Suppose that energies at one cone angle are inverted with (3) as if they were bilinear, on a mesh fine enough to avoid folding. The first term of (6) returns $J+2B$. In the second, the coefficient of $e^{i\mathbf q\cdot\mathbf h}$ in $\sum Bu^2$ is $-2B(\mathbf h)+\tfrac12B(\mathbf h/2)$, and the factors $-\tfrac{s^2}2$ and $-\tfrac2s$ multiply to $+s$. The apparent coupling is

$$J_{\rm app}(\mathbf h)=J(\mathbf h)+2\cos^2\theta\,B(\mathbf h)+\tfrac12\sin^2\theta\,B(\mathbf h/2), \tag{8}$$

where $B(\mathbf h/2)=0$ if $\mathbf h/2$ is not a lattice vector. For a planar spiral the term in $B(\mathbf h)$ vanishes, but each biquadratic coupling $B_{\mathbf R}$ adds a phantom coupling $\tfrac12B_{\mathbf R}$ at $2\mathbf R$, so $J(\mathbf h)$ is returned correctly only where $B(\mathbf h/2)=0$.

## 4. Softening of the moment

Now let the moment $m$ respond. Put $x=(m/m_0)^2$, with $m_0$ the ferromagnetic moment, and take the model

$$E=L(x)-\frac x2\sum_{\mathbf R}J_{\mathbf R}\,\mathbf e_0\cdot\mathbf e_{\mathbf R}-\frac{x^2}2\sum_{\mathbf R}B_{\mathbf R}(\mathbf e_0\cdot\mathbf e_{\mathbf R})^2 . \tag{9}$$

All sites of a spiral are equivalent, so one $x$ suffices. Define

$$D=\sum J_{\mathbf R}u_{\mathbf R},\quad b_1=\sum B_{\mathbf R}u_{\mathbf R},\quad b_2=\sum B_{\mathbf R}u_{\mathbf R}^2,\quad J_0=\sum J_{\mathbf R},\quad B_0=\sum B_{\mathbf R}.$$

Let $K>0$ be $d^2E/dx^2$ of the ferromagnet at its minimum $x=1$. It follows from fixed-moment calculations; because $dx=2\,dm/m_0$ there and the first derivative vanishes, $K=\tfrac14m_0^2\,d^2E/dm^2$.

The ferromagnetic energy is $L-xJ_0/2-x^2B_0/2$. Its minimum requires $L'(1)=J_0/2+B_0$, and its curvature gives $L''(1)=K+B_0$. For parabolic $L$ and $y=x-1$,

$$L=L(1)+(\tfrac12J_0+B_0)y+\tfrac12(K+B_0)y^2 .$$

Insert this in (9), with $x^2=1+2y+y^2$, and collect powers of $y$:

- Order $y^0$, relative to the ferromagnet: $\tfrac12sD+sb_1-\tfrac12s^2b_2$.
- Order $y$: $J_0$ and $B_0$ cancel, leaving $\tfrac12sD+2sb_1-s^2b_2$.
- Order $y^2$: $\tfrac12(K+2sb_1-s^2b_2)$.

With $C_1=\tfrac12D+b_1$ and $G=\tfrac12D+2b_1$,

$$\Delta E=C_1s-\tfrac12s^2b_2+(Gs-s^2b_2)y+\tfrac12(K+2sb_1-s^2b_2)y^2 .$$

Provided the last bracket is positive, the minimum lies at

$$y=-\frac{Gs-s^2b_2}{K+2sb_1-s^2b_2}, \tag{10}$$

and the relaxed energy is

$$\Delta E=C_1s-\tfrac12s^2b_2-\frac{(Gs-s^2b_2)^2}{2(K+2sb_1-s^2b_2)} . \tag{11}$$

Expansion in $s$ gives

$$\left.\frac{dx}{ds}\right|_0=-\frac GK,\qquad C_2=-\frac{b_2}2-\frac{G^2}{2K}. \tag{12}$$

These two results hold for any smooth $L$: since $y$ is of order $s$, a cubic term in $L$ contributes only from order $s^3$.

The first part of $C_2$ is rigid quartic exchange. The second is the energy gained when the moment changes in response to the spiral, and it is never positive.

## 5. Separating the two contributions

The separation does not need the detailed form (9). For any smooth $E(x,s)$, let subscripts denote derivatives at $x=1$, $s=0$, and let $x'=dx/ds$. Stationarity in $x$ along the relaxed path gives $E_{xs}+Kx'=0$. The second-order energy is then

$$C_2=\tfrac12E_{ss}+E_{xs}x'+\tfrac12Kx'^2=\tfrac12E_{ss}-\tfrac12Kx'^2. \tag{13}$$

In the present model $E_{ss}=-b_2$, so

$$b_2(\mathbf q)=-2C_2-K(dx/ds)^2 . \tag{14}$$

Everything on the right is measured, but only the relaxation of the measured variable $x$ is removed. Any other internal variable that relaxes stays inside $E_{ss}$, so $b_2$ depends on how the moment is defined. Take a purely bilinear nearest-neighbour chain whose moment has two parts, $\Delta E=\tfrac k2(a-a_0)^2+\tfrac k2(b-b_0)^2+sJu(a+b)^2$ with $a_0+b_0=1$. Defining $m=a+b$ gives $b_2=0$. Defining $m=a$ leaves the relaxation of $b$, $-2s^2J^2u^2/k$, and hence a spurious $B=2J^2/k$. This is 0.125 meV for $J=10$ meV and $k=1600$ meV, the value that gives $K=200$ meV for the total moment. Freezing $m$ has the same limit. The subtraction is made at each $\mathbf q$, before any Fourier transform, and so causes no aliasing of its own.

There is a second route: freeze the moment at $m_0$. Then $y=0$, $\Delta E/s$ is a straight line in $s$ with slope $-b_2/2$, and two cone angles determine it. A third angle tests for terms beyond quartic order. The program confirms that the two routes agree for the model.

**Inverting $b_2$.** Let $\tilde b(\mathbf h)=N^{-1}\sum_{\mathbf q}b_2(\mathbf q)e^{i\mathbf q\cdot\mathbf h}$. By (7), for $\mathbf h\not\equiv0$,

$$\tilde b(\mathbf h)=-2\tilde B(\mathbf h)+\tfrac12\sum_{2\mathbf k\equiv\mathbf h}\tilde B(\mathbf k). \tag{15}$$

Call this linear map $M$. Each $\tilde B(\mathbf k)$ enters once with weight $-2$ and at most once with weight $\tfrac12$, so

$$\sum_{\mathbf h}|(M\tilde B)(\mathbf h)|\ge(2-\tfrac12)\sum_{\mathbf k}|\tilde B(\mathbf k)| .$$

A nonzero $\tilde B$ cannot map to zero, and (15) has a unique solution on every mesh, even where the harmonic $2\mathbf R$ is folded. The same inequality bounds the error: $\sum|\delta\tilde B|\le\tfrac23\sum|\delta\tilde b|$.

The procedure is then:

1. Measure $K$ from the ferromagnet.
2. At each mesh $\mathbf q$, fit $\Delta E/s$ and $(x-1)/s$ as polynomials in $s$; read off $C_1$, $C_2$ and $dx/ds$.
3. Form $b_2$ from (14) and solve (15) for $\tilde B$.
4. Apply (3) to $C_1$, with $\Delta E/s$ replaced by $C_1$, to obtain the folded $J+2B$; subtract $2\tilde B$.
5. Assign shortest images and repeat with a larger mesh until the couplings settle.

**Fit error.** With both effects present, (11) is rational in $s$, so a polynomial fit leaves a truncation error. It is controlled by adding cone angles, at the price of greater sensitivity to noise. In the model below, at $q=3$ rad per site, (12) gives $C_2=-5.148173$ meV. Nine angles reproduce all printed digits; six give $-5.148071$ meV, a relative error of $2\times10^{-5}$. These figures are for noise-free model energies. The fitted $C_2$ is a weighted sum of the energies, and the absolute weights add up to about 3400 for the nine angles ($10^\circ,\dots,90^\circ$), 670 for the six ($15^\circ,\dots,90^\circ$) and 37 for three ($30^\circ,60^\circ,90^\circ$). An error $\varepsilon$ per energy can change $C_2$ by these multiples of $\varepsilon$. With errors of 0.01 meV the nine-angle fit is useless, while three angles give $-4.98$ meV, a truncation error of 3%, and are far less sensitive. For computed energies, use few angles or a low-degree least-squares fit.

## 6. What the cone-angle test cannot decide

**Sign of the curvature.** If the exchange is bilinear, then at fixed $x$ the energy is linear in $s$, $E=a(x)+s\,c(x)$. For $0\le\lambda\le1$ and $\bar s=\lambda s_1+(1-\lambda)s_2$,

$$\min_x[a+\bar s\,c]\ \ge\ \lambda\min_x[a+s_1c]+(1-\lambda)\min_x[a+s_2c],$$

because one common $x$ cannot do better than separate optimal values. The relaxed energy is concave in $s$, whatever $L$ is. Positive curvature therefore rules out softening with bilinear exchange as the sole cause. Negative curvature is ambiguous.

**Ambiguity of energies.** Take a chain with nearest-neighbour $J$, $B=0$ and parabolic $L$. The two neighbours give $D=2Ju$, and (11) becomes $\Delta E=sJu-s^2J^2u^2/(2K)$. A rigid chain with couplings $J'$ and $B'$ has, by (6), $\Delta E=s(J'+2B')u-s^2B'u^2$. The relaxed value $x=1-sJu/K$ stays positive for all $q$ and $\theta$ when $K>2J$, since $u\le2$. In that case the two energies agree for all $q$ and $\theta$ if

$$B'=\frac{J^2}{2K},\qquad J'=J-2B'. \tag{16}$$

For $J=10$ meV and $K=200$ meV, softening imitates $B'=0.25$ meV. Spiral energies cannot distinguish these chains; the moments can.

**Ambiguity of spirals.** On a spiral in a chain, all nearest-neighbour scalar products are equal, so $(\mathbf e_i\cdot\mathbf e_{i+1})(\mathbf e_i\cdot\mathbf e_{i-1})$ has the same value as $(\mathbf e_i\cdot\mathbf e_{i+1})^2$. This three-site term is therefore indistinguishable from pair biquadratic exchange, even at rigid moments. In the collinear state up-up-down-down, each spin has one parallel and one antiparallel neighbour: the pair term averages $+1$ and the three-site term $-1$. Calling the result $B_{\mathbf R}$ thus assumes pair interactions. This state exposes the three-site term but not every alternative: the four-site term $(\mathbf e_i\cdot\mathbf e_{i+1})(\mathbf e_{i+2}\cdot\mathbf e_{i+3})$ equals the pair term on spirals and also averages $+1$ in up-up-down-down.

## 7. Worked example

The example is a model chain with round parameters for $R=1,\dots,4$: $J=10,-2,1,0.5$ meV and $B=0.8,-0.2,0,0$ meV, with parabolic $L$ and $K=200$ meV. The data are energies summed from explicit spin vectors, with the moment relaxed at nine cone angles.

**One wave vector.** At $q=120^\circ$ per site, $u=1.5$ for $R=1,2,4$ and $u=0$ for $R=3$. Counting both signs of $R$,

$$D=2(10-2+0.5)(1.5)=25.5,\quad b_1=2(0.6)(1.5)=1.8,\quad b_2=2(0.6)(1.5)^2=2.7\ \text{meV}.$$

Thus $C_1=12.75+1.8=14.55$ meV and $G=12.75+3.6=16.35$ meV, so $dx/ds=-16.35/200=-0.08175$. Equation (12) gives

$$C_2=-1.350-\frac{16.35^2}{400}=-1.350-0.668=-2.018\ \text{meV},$$

in agreement with the fit. About one third of the curvature is softening.

The ratio $\Delta E/s$ falls from 14.55 meV at vanishing cone angle to 12.74 meV for the planar spiral, where $m/m_0=0.965$. In the reverse direction, (14) gives $b_2=4.037-1.337=2.700$ meV. A 5% error in $K$ would change this by $0.05\times1.337=0.07$ meV, or 2.5%.

**Meshes.** The recovered couplings, in meV, are:

| $N$ | $J_1,J_2,\dots$ | $B_1,B_2$ | $A$ |
|---|---|---|---|
| 9 | 10, −2, 1, 0.5 | 0.8, −0.2 | 9.50 |
| 6 | 10, −1.5, 1 | 0.8, −0.2 | 6.50 |
| 5 | 10.5, −1 | 0.8, −0.2 | 3.25 |

Here $A$ is the stiffness of $C_1$, built from $J+2B$. For $N=6$, $R=4$ folds onto $-2$, so $J_2$ becomes $-2+0.5=-1.5$ meV. By (5), the stiffness changes by $\tfrac12(4-16)(0.5)=-3$ meV, a 32% loss caused by the smallest bilinear coupling. For $N=5$, $R=4$ folds onto $-1$ and $R=3$ onto $-2$, and the change is $\tfrac12(1-16)(0.5)+\tfrac12(4-9)(1)=-6.25$ meV.

At $q=90^\circ$, the true $C_1$ is 7.8 meV, while the $N=6$ and $N=5$ couplings predict 8.8 and 9.3 meV. The biquadratic couplings survive on all three meshes, because their range, 2, lies within the aliasing limit. The harmonic at $2R=4$ is folded for both $N=6$ (onto $-2$) and $N=5$ (onto $-1$), and (15) undoes this folding.

**Shortcuts.** Inverting rigid planar spirals as if they were bilinear gives $J_2=-1.6$ and $J_4=0.4$ meV, the shifts $\tfrac12B_1=0.4$ and $\tfrac12B_2=-0.1$ meV of (8). With relaxed moments, the planar inversion (on an $N=17$ mesh, as in the rigid case) gives 9.46, −1.39, 0.93 and 0.41 meV, so $J_1$ is wrong as well. If cone angles are used but softening is ignored, setting $b_2=-2C_2$, the $N=9$ mesh returns $B=1.23,-0.30,0.09,-0.04$ meV. The first value is 54% too large, and the last two belong to couplings that are absent from the model. These are folded values: the spurious couplings extend beyond $R=4$, and on an $N=33$ mesh the first four become $1.24,-0.30,0.07,-0.03$ meV.

The numerical check tests (3), (8), (11), (12), (14)–(16), the concavity and the three-site ambiguity numerically, including the folding rule (3) on a three-dimensional fcc mesh. It prints the stiffness values used with (5). The two noise bounds, the fit weights and three-angle value of Section 5, the two-part moment example, the four-site term and the $N=33$ values are not part of it.

## Computed results

```
input J, R=1..4: 10.00 -2.00 1.00 0.50 meV
input B, R=1..4: 0.80 -0.20 0.00 0.00 meV
longitudinal stiffness K: 200.00 meV
Relaxed spiral at q = 120 degrees per site
theta 10 deg, s 0.0302: E 0.4369 meV, E/s 14.4894 meV, m/m0 0.9988
theta 20 deg, s 0.1170: E 1.6748 meV, E/s 14.3170 meV, m/m0 0.9953
theta 30 deg, s 0.2500: E 3.5149 meV, E/s 14.0595 meV, m/m0 0.9902
theta 40 deg, s 0.4132: E 5.6827 meV, E/s 13.7537 meV, m/m0 0.9842
theta 50 deg, s 0.5868: E 7.8868 meV, E/s 13.4398 meV, m/m0 0.9782
theta 60 deg, s 0.7500: E 9.8662 meV, E/s 13.1550 meV, m/m0 0.9729
theta 70 deg, s 0.8830: E 11.4172 meV, E/s 12.9296 meV, m/m0 0.9688
theta 80 deg, s 0.9698: E 12.4002 meV, E/s 12.7857 meV, m/m0 0.9663
theta 90 deg, s 1.0000: E 12.7363 meV, E/s 12.7363 meV, m/m0 0.9654
C1: 14.5500 meV
C2: -2.0183 meV
dx/ds at s=0: -0.08175 (dimensionless)
softening part of C2: -0.6683 meV
biquadratic part of C2: -1.3500 meV
C2 at q=3 rad: formula, 9 angles, 6 angles: -5.148173 -5.148173 -5.148071 meV
Couplings recovered from N-point meshes, R=1,2,...
N=9 J: 10.000 -2.000 1.000 0.500 meV
N=9 B: 0.800 -0.200 0.000 0.000 meV
N=9 J+2B: 11.600 -2.400 1.000 0.500 meV
N=6 J: 10.000 -1.500 1.000 meV
N=6 B: 0.800 -0.200 0.000 meV
N=6 J+2B: 11.600 -1.900 1.000 meV
N=5 J: 10.500 -1.000 meV
N=5 B: 0.800 -0.200 meV
N=5 J+2B: 12.100 -1.400 meV
N=9 B if softening is ignored: 1.2326 -0.2994 0.0918 -0.0361 meV
Stiffness A in C1 = A q^2, q in radians per site
A direct, small q: 9.499 meV
A from N=9, 6, 5: 9.500 6.500 3.250 meV
C1 at q=90 deg, direct: 7.800 meV
C1 at q=90 deg from N=9, 6, 5: 7.800 8.800 9.300 meV
Apparent J from one cone angle, N=17
rigid, 30 deg, R=1..4: 11.2000 -2.2000 1.0000 0.4750 meV
rigid, 90 deg, R=1..4: 10.0000 -1.6000 1.0000 0.4000 meV
relaxed, 90 deg, R=1..4: 9.4632 -1.3895 0.9264 0.4117 meV
relaxed, 90 deg, R=5..8: 0.0046 0.0003 0.0008 0.0001 meV
B mimicked by softening, J=10 meV chain: 0.2500 meV
up-up-down-down averages: pair 1.0, three-site -1.0
largest fcc folding error: 5.4e-15 (model energy units)
```
